# Photocount statistics from normally ordered detection: coherent and thermal light: test program

```python
"""
Result under test: the photocount law P_n = < : W^n exp(-W) / n! : >, where
W = eta * (photon number operator of the beam in the counting window),
eta = detector efficiency, and : : denotes normal ordering.
Consequences: coherent light gives Poisson counts; thermal light gives
Bose-Einstein counts m^n/(1+m)^(n+1) if the window T is much shorter than the
coherence time tau_c, with field correlation g1(tau) = exp(-|tau|/tau_c).
m = mean count, x = T/tau_c, 1/M = window average of |g1|^2.
"""
import numpy as np
from math import comb, factorial
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.stats import poisson

# ---------- one atom, flat continuum, pulsed field: Schroedinger equation
detuning = np.arange(-200.0, 201.0)        # unit level spacing
pulse_length = 3.0
rate = 0.02                                # ionization rate at unit intensity
coupling = np.sqrt(rate / (2 * np.pi))     # golden rule with unit spacing


def envelope(t):
    return np.sin(np.pi * t / pulse_length) ** 2


def schroedinger(t, c):
    phase = np.exp(1j * detuning * t)
    drive = -1j * coupling * envelope(t)
    out = np.empty_like(c)
    out[0] = drive * np.dot(phase.conj(), c[1:])
    out[1:] = drive * phase * c[0]
    return out


start = np.zeros(len(detuning) + 1, complex)
start[0] = 1.0
times = [pulse_length / 2, pulse_length]
solution = solve_ivp(schroedinger, (0, pulse_length), start, method="DOP853",
                     t_eval=times, rtol=1e-8, atol=1e-11)
assert solution.success
ionized = np.sum(np.abs(solution.y[1:]) ** 2, axis=0)
rate_integral = np.array([rate * quad(lambda u: envelope(u) ** 2, 0, t)[0]
                          for t in times])
# tolerance: second-order depletion of the atom is about half of p, near 1%
assert np.all(np.abs(ionized / rate_integral - 1) < 0.015)


# ---------- absorption by unitary exchange of quanta, block by block
def exchange_amplitudes(nmax, absorbed_fraction):
    """amp[N, m]: amplitude that m of N photons pass into an empty absorber."""
    angle = np.arcsin(np.sqrt(absorbed_fraction))
    amp = np.zeros((nmax + 1, nmax + 1))
    for total in range(nmax + 1):
        m = np.arange(total)
        lower = np.diag(np.sqrt((total - m) * (m + 1.0)), -1)
        amp[total, :total + 1] = expm(angle * (lower - lower.T))[:, 0]
    return amp


# ---------- entangled state of two time bins against normal ordering
dim = 4
lowering = np.diag(np.sqrt(np.arange(1.0, dim)), 1)


def normal_moment(psi, order):
    """< : (N1 + N2)^order : > from powers of the lowering operators."""
    value = 0.0
    for r in range(order + 1):
        left = np.linalg.matrix_power(lowering, r)
        right = np.linalg.matrix_power(lowering, order - r)
        value += comb(order, r) * np.sum(np.abs(left @ psi @ right.T) ** 2)
    return value


def mandel(psi, eta):
    top = 2 * (dim - 1)
    moments = [eta ** q * normal_moment(psi, q) for q in range(top + 1)]
    return np.array([sum((-1) ** (q - n) * moments[q]
                         / (factorial(n) * factorial(q - n))
                         for q in range(n, top + 1)) for n in range(top + 1)])


rng = np.random.default_rng(7)
psi = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
psi /= np.linalg.norm(psi)
eta_bins = 0.6
amp_small = exchange_amplitudes(dim - 1, eta_bins)
kraus = []
for m in range(dim):
    operator = np.zeros((dim, dim))
    for total in range(m, dim):
        operator[total - m, total] = amp_small[total, m]
    kraus.append(operator)
direct = np.zeros(2 * dim - 1)
for m in range(dim):
    for k in range(dim):
        direct[m + k] += np.sum(np.abs(kraus[m] @ psi @ kraus[k].T) ** 2)
entangled_error = np.max(np.abs(direct - mandel(psi, eta_bins)))
assert entangled_error < 1e-10

# ---------- what fails without normal ordering or with eta above one
one_photon = np.zeros((dim, dim))
one_photon[1, 0] = 1.0
number = lowering.T @ lowering
ordered_one = mandel(one_photon, 1.0)[1]
unordered_one = (number @ expm(-number))[1, 1]
assert abs(ordered_one - 1) < 1e-12 and unordered_one < 0.5
two_photons = np.zeros((dim, dim))
two_photons[2, 0] = 1.0
eta_bad = 1.5
negative_probability = mandel(two_photons, eta_bad)[1]
assert negative_probability < 0

# ---------- worked example: a stack of thin absorbing layers
flux, window, eta, tau_c = 0.4, 10.0, 0.5, 1000.0   # 1/ns, ns, -, ns
incident = flux * window
mean = eta * incident
layers = 10
layer_fraction = 1 - (1 - eta) ** (1 / layers)
nmax = 120
layer_prob = exchange_amplitudes(nmax, layer_fraction) ** 2


def count_through_stack(photon_distribution):
    joint = np.zeros((nmax + 1, nmax + 1))   # [absorbed, still in beam]
    joint[0] = photon_distribution
    for _ in range(layers):
        new = np.zeros_like(joint)
        for total in range(nmax + 1):
            for m in range(total + 1):
                new[m:, total - m] += (joint[:nmax + 1 - m, total]
                                       * layer_prob[total, m])
        joint = new
    return joint.sum(axis=1)


def coherent_distribution(intensity):
    """Solve a|alpha> = alpha|alpha> by recursion, then normalize."""
    c = np.ones(nmax + 1)
    for k in range(nmax):
        c[k + 1] = np.sqrt(intensity) * c[k] / np.sqrt(k + 1)
    return c ** 2 / np.sum(c ** 2)


counts = np.arange(nmax + 1)
poisson_law = poisson.pmf(counts, mean)
bose_law = mean ** counts / (1 + mean) ** (counts + 1.0)
# coherent light with unequal intensity in two parts of the window
part_a = count_through_stack(coherent_distribution(0.75 * incident))
part_b = count_through_stack(coherent_distribution(0.25 * incident))
coherent_counts = np.convolve(part_a, part_b)[:nmax + 1]
boltzmann = np.exp(-counts * np.log(1 + 1 / incident))
thermal_counts = count_through_stack(boltzmann / boltzmann.sum())
coherent_error = np.max(np.abs(coherent_counts - poisson_law))
thermal_error = np.max(np.abs(thermal_counts - bose_law))
assert coherent_error < 1e-9 and thermal_error < 1e-9


# ---------- thermal light in a window of any length
def thermal_window(x, m, grid=400, top=200):
    """Counts as a sum of independent thermal modes of the g1 kernel."""
    t = (np.arange(grid) + 0.5) * x / grid
    kernel = np.exp(-np.abs(t[:, None] - t[None, :])) / grid
    weights = np.linalg.eigvalsh(kernel)[::-1]
    n = np.arange(top + 1)
    law = np.zeros(top + 1)
    law[0] = 1.0
    for mu in m * weights:
        law = np.convolve(law, (mu / (1 + mu)) ** n / (1 + mu))[:top + 1]
    return law, weights[0]


def inverse_modes(x):
    return (np.exp(-2 * x) + 2 * x - 1) / (2 * x * x)


def variance(law):
    n = np.arange(len(law))
    return np.dot(n * n, law) - np.dot(n, law) ** 2


def distance(law, other):
    size = min(len(law), len(other))
    return 0.5 * np.sum(np.abs(law[:size] - other[:size]))


x_short = window / tau_c
ratios = [x_short, 1.0, 10.0]
laws, largest = {}, {}
for x in ratios:
    laws[x], largest[x] = thermal_window(x, mean)
    assert abs(laws[x].sum() - 1) < 1e-9
    # tolerance: midpoint grid across the cusp of the kernel
    assert abs(variance(laws[x]) - mean - mean ** 2 * inverse_modes(x)) < 1e-3
excess_short = (variance(laws[x_short]) - mean) / mean ** 2
assert abs(excess_short - (1 - 2 * x_short / 3)) < 1e-4
double_law, _ = thermal_window(2 * x_short, mean)
growth = distance(double_law, bose_law) / distance(laws[x_short], bose_law)
assert distance(laws[x_short], bose_law) < 0.005 and abs(growth - 2) < 0.1

# simulated Gaussian field with exponential correlation, x = 1
samples, steps = 40000, 100
memory = np.exp(-1.0 / steps)


def gaussian_noise():
    return (rng.normal(size=samples)
            + 1j * rng.normal(size=samples)) / np.sqrt(2)


field = gaussian_noise()
energy = np.zeros(samples)
for _ in range(steps):
    energy += np.abs(field) ** 2 / steps
    field = memory * field + np.sqrt(1 - memory ** 2) * gaussian_noise()
simulated = np.array([poisson.pmf(n, mean * energy).mean() for n in range(7)])
simulation_error = np.max(np.abs(simulated - laws[1.0][:7]))
assert simulation_error < 0.005            # several statistical errors

# long window at unchanged flux: variance over mean stays far above one
long_window = 10 * tau_c
long_mean = eta * flux * long_window
long_fano = 1 + long_mean * inverse_modes(long_window / tau_c)
limit_fano = 1 + eta * flux * tau_c
assert abs(long_fano / limit_fano - 1) < 0.1

print("ONE ATOM IN A PULSE (model units)")
for label, p, r in zip(["half pulse", "full pulse"], ionized, rate_integral):
    print(f"{label}: ionized {p:.5f}, rate integral {r:.5f}")
print("NORMAL ORDERING")
print(f"two-bin entangled state, eta = {eta_bins}")
print(f"largest error of Mandel formula: {entangled_error:.1e}")
print(f"one photon, eta=1: P_1 ordered {ordered_one:.4f}")
print(f"one photon, eta=1: P_1 not ordered {unordered_one:.4f}")
print(f"two photons, eta={eta_bad}: P_1 = {negative_probability:.4f}")
print("WORKED EXAMPLE")
print(f"incident flux {flux} photons/ns, window {window} ns")
print(f"efficiency {eta}, coherence time {tau_c} ns")
print(f"mean incident photons {incident:.3f}, mean count {mean:.3f}")
print(f"layers {layers}, absorbed per layer {layer_fraction:.5f}")
print(f"coherent stack minus Poisson, largest {coherent_error:.1e}")
print(f"thermal stack minus Bose-Einstein, largest {thermal_error:.1e}")
print("n, Poisson, Bose-Einstein, thermal T=10 ns, T=1000 ns")
for n in range(7):
    print(f"{n} {poisson_law[n]:.5f} {bose_law[n]:.5f} "
          f"{laws[x_short][n]:.5f} {laws[1.0][n]:.5f}")
print(f"variance: Poisson {variance(poisson_law):.4f}, "
      f"Bose-Einstein {variance(bose_law):.4f}")
print("THERMAL LIGHT, MEAN COUNT HELD FIXED")
for x in ratios:
    print(f"T/tau_c = {x:g}: largest mode weight {largest[x]:.5f}")
    print(f"  1/M = {inverse_modes(x):.5f}, variance {variance(laws[x]):.4f}")
    print(f"  total variation distance to Bose-Einstein "
          f"{distance(laws[x], bose_law):.5f}")
    print(f"  total variation distance to Poisson "
          f"{distance(laws[x], poisson_law):.5f}")
print(f"distance to Bose-Einstein, T doubled from 10 ns: x {growth:.3f}")
print(f"simulated field, T/tau_c = 1: largest error {simulation_error:.1e}")
print("THERMAL LIGHT, FLUX HELD FIXED")
print(f"T = {long_window:.0f} ns: mean count {long_mean:.0f}")
print(f"variance/mean {long_fano:.1f}, long-time limit {limit_fano:.1f}")
print("finished without a failed check")
```

It prints:

```
ONE ATOM IN A PULSE (model units)
half pulse: ionized 0.01116, rate integral 0.01125
full pulse: ionized 0.02225, rate integral 0.02250
NORMAL ORDERING
two-bin entangled state, eta = 0.6
largest error of Mandel formula: 6.1e-16
one photon, eta=1: P_1 ordered 1.0000
one photon, eta=1: P_1 not ordered 0.3679
two photons, eta=1.5: P_1 = -1.5000
WORKED EXAMPLE
incident flux 0.4 photons/ns, window 10.0 ns
efficiency 0.5, coherence time 1000.0 ns
mean incident photons 4.000, mean count 2.000
layers 10, absorbed per layer 0.06697
coherent stack minus Poisson, largest 2.8e-16
thermal stack minus Bose-Einstein, largest 6.3e-13
n, Poisson, Bose-Einstein, thermal T=10 ns, T=1000 ns
0 0.13534 0.33333 0.33186 0.24855
1 0.27067 0.22222 0.22320 0.26066
2 0.27067 0.14815 0.14864 0.18789
3 0.18045 0.09877 0.09899 0.11996
4 0.09022 0.06584 0.06592 0.07333
5 0.03609 0.04390 0.04390 0.04413
6 0.01203 0.02926 0.02923 0.02640
variance: Poisson 2.0000, Bose-Einstein 6.0000
THERMAL LIGHT, MEAN COUNT HELD FIXED
T/tau_c = 0.01: largest mode weight 0.99668
  1/M = 0.99337, variance 5.9735
  total variation distance to Bose-Einstein 0.00176
  total variation distance to Poisson 0.27527
T/tau_c = 1: largest mode weight 0.73881
  1/M = 0.56767, variance 4.2707
  total variation distance to Bose-Einstein 0.10709
  total variation distance to Poisson 0.17017
T/tau_c = 10: largest mode weight 0.18709
  1/M = 0.09500, variance 2.3801
  total variation distance to Bose-Einstein 0.23805
  total variation distance to Poisson 0.03898
distance to Bose-Einstein, T doubled from 10 ns: x 1.987
simulated field, T/tau_c = 1: largest error 8.3e-04
THERMAL LIGHT, FLUX HELD FIXED
T = 10000 ns: mean count 2000
variance/mean 191.0, long-time limit 201.0
finished without a failed check
```
